# From LS to jj coupling in np²: carbon to lead

**Question**

I am trying to understand the five low levels of the group-14 atoms, configuration \(np^2\), without assuming either coupling scheme. In LS coupling I get \({}^3P\), \({}^1D\) and \({}^1S\), and I add spin–orbit coupling as a perturbation. That should be fine for carbon, but not for lead, where \(p_{1/2}\) and \(p_{3/2}\) are far apart.

So I started from the other end, with \((1/2)^2\), \((3/2,1/2)\) and \((3/2)^2\) at energies \(0\), \(\Delta\) and \(2\Delta\). Then I got stuck on the Coulomb repulsion. Which matrix elements does it have between these states for \(J=0\) and \(J=2\), in terms of the Slater integral \(F^2\) and the splitting \(\Delta\)? I keep losing signs and factors of \(\sqrt2\). And once I have the matrices, how close does lead really come to jj coupling?

**Answer**

The matrices can be found with a few determinants, without 6j symbols. The LS energies supply most of the Coulomb part.

**Model and conventions**

Take a single configuration \(np^2\) outside closed shells, with the Coulomb repulsion \(e^2/(4\pi\varepsilon_0 r_{12})\) between the two electrons. Let \(\Delta=\varepsilon_{3/2}-\varepsilon_{1/2}\), and assume for now that both kinds of p electron have the same radial functions, with density \(\rho(r)\) normalized to one. For four-component orbitals \(\rho=P^2+Q^2\), with large and small radial components \(P\) and \(Q\). I write \(F\) for the integral usually called \(F^2\), so that its square is not ambiguous:

\[
F\equiv F^2=\frac{e^2}{4\pi\varepsilon_0}\int_0^\infty\!\!\int_0^\infty \rho(r)\rho(s)\,\frac{r_<^2}{r_>^3}\,dr\,ds ,
\]

where \(r_<\) and \(r_>\) are the smaller and larger of \(r,s\). The Breit interaction, QED and mixing with other configurations are left out.

The repulsion is expanded in Legendre polynomials \(P_k(\cos\omega)\) of the angle between the electrons. A product of two \(l=1\) harmonics contains \(k=0,1,2\), and parity removes \(k=1\). The \(k=0\) term adds the same \(F^0\) to every state, so I measure energies from \(2\varepsilon_{1/2}+F^0\). What remains is \(F\) times the matrix of \(P_2(\cos\omega)\).

**Which states exist**

Two \(p_{1/2}\) electrons form one determinant, with \(J=0\). Two \(p_{3/2}\) electrons form six, with \(M=2,1,0,0,-1,-2\), hence \(J=2\) and \(J=0\). The mixed pair has \(4\times2=8\) states, with \(J=2\) and \(J=1\). The total is 15. Since the repulsion conserves \(J\), there is a \(2\times2\) matrix for \(J=0\), another for \(J=2\), and a single number for \(J=1\).

**The LS energies**

Use \(P_2(\cos\omega)=\sum_q C_{2q}^*(1)C_{2q}(2)\), with \(C_{2q}=\sqrt{4\pi/5}\,Y_{2q}\). For an orbital with \(m_l=\pm1\), \(\langle\cos^2\theta\rangle=1/5\); for \(m_l=0\) it is \(3/5\). Since \(C_{20}=(3\cos^2\theta-1)/2\),

\[
\langle\pm1|C_{20}|\pm1\rangle=-\tfrac15,\qquad \langle0|C_{20}|0\rangle=\tfrac25 .
\]

One exchange integral is needed:

\[
\langle1|C_{21}|0\rangle=\frac{3\sqrt3}{8\pi}\int\sin^2\theta\cos^2\theta\,d\Omega
=\frac{3\sqrt3}{8\pi}\cdot\frac{8\pi}{15}=\frac{\sqrt3}{5}.
\]

Let \(\{a,b\}=[a(1)b(2)-b(1)a(2)]/\sqrt2\). The determinant \(\{1{\uparrow},0{\uparrow}\}\) has \(M_S=1\), so it is \({}^3P\). Its energy is direct minus exchange. The determinant \(\{1{\uparrow},1{\downarrow}\}\) has \(M_L=2\), so it is \({}^1D\), and opposite spins remove its exchange term. In units of \(F\),

\[
E({}^3P)=\left(-\tfrac15\right)\left(\tfrac25\right)-\tfrac{3}{25}=-\tfrac15,\qquad
E({}^1D)=\left(-\tfrac15\right)^2=\tfrac1{25}.
\]

For \({}^1S\), take the trace over the three determinants with \(M_L=M_S=0\): \(\{1{\uparrow},-1{\downarrow}\}\), \(\{1{\downarrow},-1{\uparrow}\}\) and \(\{0{\uparrow},0{\downarrow}\}\). Their diagonal elements add to \(\tfrac1{25}+\tfrac1{25}+\tfrac4{25}=\tfrac6{25}\). The same space holds one state of each term, so

\[
E({}^1S)=\tfrac6{25}-\tfrac1{25}+\tfrac15=\tfrac25 .
\]

**The J = 2 matrix**

The energy does not depend on \(M\), so choose \(M=2\), where each jj state is one determinant. Couple \(l\) first and \(s\) second, with the usual Condon–Shortley phases. Lowering \(|\tfrac32,\tfrac32\rangle=|1{\uparrow}\rangle\) gives the second spinor below, and orthogonality gives the third:

\[
\begin{aligned}
|\tfrac32,\tfrac12\rangle&=\sqrt{\tfrac13}\,|1{\downarrow}\rangle+\sqrt{\tfrac23}\,|0{\uparrow}\rangle,\\
|\tfrac12,\tfrac12\rangle&=\sqrt{\tfrac23}\,|1{\downarrow}\rangle-\sqrt{\tfrac13}\,|0{\uparrow}\rangle .
\end{aligned}
\]

Put the \(p_{3/2}\) electron first in the mixed pair. Then

\[
\begin{aligned}
|(\tfrac32,\tfrac12)\,2\rangle&=\sqrt{\tfrac23}\,|{}^1D\rangle-\sqrt{\tfrac13}\,|{}^3P\rangle,\\
|(\tfrac32)^2\,2\rangle&=\sqrt{\tfrac13}\,|{}^1D\rangle+\sqrt{\tfrac23}\,|{}^3P\rangle ,
\end{aligned}
\]

where \(|{}^1D\rangle=\{1{\uparrow},1{\downarrow}\}\) and \(|{}^3P\rangle=\{1{\uparrow},0{\uparrow}\}\). The repulsion conserves spin and does not connect these two. Its elements, in units of \(F\), are therefore

\[
\begin{aligned}
U_{11}&=\tfrac23\cdot\tfrac1{25}+\tfrac13\left(-\tfrac15\right)=-\tfrac1{25},\\
U_{22}&=\tfrac13\cdot\tfrac1{25}+\tfrac23\left(-\tfrac15\right)=-\tfrac3{25},\\
U_{12}&=\tfrac{\sqrt2}{3}\cdot\tfrac1{25}-\tfrac{\sqrt2}{3}\left(-\tfrac15\right)=\tfrac{2\sqrt2}{25}.
\end{aligned}
\]

With the one-electron energies added, in the order \((3/2,1/2)\), \((3/2)^2\),

\[
H_{J=2}=\begin{pmatrix}\Delta-\dfrac{F}{25}&\dfrac{2\sqrt2}{25}F\\[2mm]\dfrac{2\sqrt2}{25}F&2\Delta-\dfrac{3F}{25}\end{pmatrix}.
\]

Exchanging the order of the mixed pair changes the sign of that basis state and of \(U_{12}\), but no level or weight. The one \(J=1\) state is also \({}^3P_1\), so \(E_1=\Delta-F/5\).

**The J = 0 matrix**

The angular density of a \(p_{1/2}\) electron is spherical:

\[
\tfrac23\cdot\tfrac{3}{8\pi}\sin^2\theta+\tfrac13\cdot\tfrac{3}{4\pi}\cos^2\theta=\tfrac1{4\pi}.
\]

The direct \(k=2\) energy of \((1/2)^2\) is thus zero. So is the exchange energy, because a rank-2 operator cannot connect two \(j=1/2\) states. Hence \(U_{11}=0\).

At \(\Delta=0\) the two eigenvalues must be those of \({}^3P_0\) and \({}^1S_0\). Their sum gives \(U_{22}=-\tfrac15+\tfrac25=\tfrac15\), and their product gives \(-U_{12}^2=-\tfrac2{25}\), so \(|U_{12}|=\sqrt2/5\).

For the sign, let \(K\) be time reversal, with \(K{\uparrow}={\downarrow}\), \(K{\downarrow}=-{\uparrow}\) and \(KY_{1m}=(-1)^mY_{1,-m}\). Applied to the spinors above it gives \(K|j,j\rangle=-|j,-j\rangle\) for both values of \(j\). Because \(K\) reverses angular momentum, each lowering step changes the sign, so \(K|j,m\rangle=-(-1)^{j-m}|j,-m\rangle\). The \(J=0\) coupling coefficients are \((-1)^{j-m}/\sqrt{2j+1}\), and therefore

\[
|j^2,0\rangle=-\frac1{\sqrt{2j+1}}\sum_m|j,m\rangle\,K|j,m\rangle .
\]

The minus sign is common to both pairs and cancels in \(U_{12}\). If \(g\) is the angular transition density of electron 1, that of electron 2 is \(g^*\). Each term is then \(\sum_q|\int gC_{2q}^*\,d\Omega|^2\ge0\), so \(U_{12}\) is positive. In the order \((1/2)^2\), \((3/2)^2\),

\[
H_{J=0}=\begin{pmatrix}0&\dfrac{\sqrt2}{5}F\\[2mm]\dfrac{\sqrt2}{5}F&2\Delta+\dfrac F5\end{pmatrix}.
\]

**Levels and weights**

A matrix with diagonal \(a,d\) and coupling \(b\) has eigenvalues \((a+d)/2\pm R\), where \(R=\sqrt{h^2+b^2}\) and \(h=(d-a)/2\). So

\[
\begin{aligned}
E_{0\pm}&=\Delta+\frac F{10}\pm\sqrt{\left(\Delta+\frac F{10}\right)^2+\frac{2F^2}{25}},\\
E_{2\pm}&=\frac{3\Delta}2-\frac{2F}{25}\pm\sqrt{\left(\frac\Delta2-\frac F{25}\right)^2+\frac{8F^2}{625}} .
\end{aligned}
\]

Here \(F^2\) is the square of \(F\). Set \(h=R\cos2\theta\) and \(b=R\sin2\theta\), with \(0<2\theta<\pi\). Apart from its mean, the matrix is

\[
R\begin{pmatrix}-\cos2\theta&\sin2\theta\\ \sin2\theta&\cos2\theta\end{pmatrix},
\]

and multiplication shows that \((\cos\theta,-\sin\theta)\) has eigenvalue \(-R\). The lower level therefore has weight \(\cos^2\theta\) on the first jj state, with

\[
\tan2\theta_0=\frac{\sqrt2F/5}{\Delta+F/10},\qquad
\tan2\theta_2=\frac{2\sqrt2F/25}{\Delta/2-F/25}.
\]

At \(\Delta=0\) the lower states are pure \({}^3P_0\) and \({}^3P_2\). There \(\tan2\theta=2\sqrt2\) and \(-2\sqrt2\), which means \(\tan\theta_{LS}=1/\sqrt2\) for \(J=0\) and \(\sqrt2\) for \(J=2\). The \({}^3P\) weight of a lower level is its squared overlap with that vector, \(\cos^2(\theta-\theta_{LS})\).

As \(\Delta\) grows, \(\theta\) falls from \(\theta_{LS}\) towards zero. The jj and LS weights are equal halfway, at \(2\theta=\theta_{LS}\):

\[
\begin{aligned}
J=0:&\quad \frac{\sqrt2F/5}{\Delta+F/10}=\frac1{\sqrt2}\ \Rightarrow\ \Delta=0.30\,F,\\
J=2:&\quad \frac{2\sqrt2F/25}{\Delta/2-F/25}=\sqrt2\ \Rightarrow\ \Delta=0.24\,F .
\end{aligned}
\]

**The two limits**

For \(\Delta\ll F\), first-order perturbation theory gives each level a slope in \(\Delta\) equal to its mean number of \(p_{3/2}\) electrons. For \({}^3P_0\) this is \(2\sin^2\theta_{LS}=2/3\), for \({}^3P_1\) it is 1, and for \({}^3P_2\) it is \(1+\sin^2\theta_{LS}=5/3\). The intervals are \(\Delta/3\) and \(2\Delta/3\), which is the Landé ratio 2.

For \(\Delta\gg F\) the couplings drop out and the levels form three groups near \(0\), \(\Delta\) and \(2\Delta\). In the middle group \(J=2\) lies above \(J=1\) by \(-F/25+F/5=4F/25\). The interval ratio then tends to zero, because the first interval keeps growing.

**From carbon to lead**

I computed \(F\) and \(\Delta\) with a radial Dirac–Kohn–Sham calculation: exchange-only LDA, a point nucleus and a spherically averaged \(np^2\) shell. \(\Delta\) is the difference of two Kohn–Sham eigenvalues, which is a modelling choice. For lead, adding LDA correlation gives \(\Delta=1.50\) eV and \(F=3.8\) eV, and placing the valence pair in \((1/2)^2\) or \((3/2)^2\) instead of averaging moves \(\Delta\) between 1.32 and 1.47 eV. In all these cases \(\Delta/F\) stays between 0.37 and 0.39. \(F\) uses the averaged density \((\rho_{1/2}+2\rho_{3/2})/3\). The last column is \((E_{2-}-E_1)/(E_1-E_{0-})\), taken before rounding.

| Atom | \(F\) (eV) | \(\Delta\) (eV) | \(\Delta/F\) | Ratio |
|---|---|---|---|---|
| C | 6.08 | 0.0086 | 0.0014 | 1.98 |
| Si | 4.21 | 0.031 | 0.0074 | 1.92 |
| Ge | 4.16 | 0.185 | 0.044 | 1.58 |
| Sn | 3.82 | 0.439 | 0.115 | 1.14 |
| Pb | 3.69 | 1.42 | 0.386 | 0.47 |

From silicon to lead \(F\) falls by about an eighth, while \(\Delta\) grows about 46-fold. In this model the change of coupling down the group is therefore mainly due to \(\Delta\). The excitation energies in eV, from the lower \(J=0\) level, are:

| Atom | \(J=1\) | lower \(J=2\) | upper \(J=2\) | upper \(J=0\) |
|---|---|---|---|---|
| C | 0.0029 | 0.0086 | 1.46 | 3.65 |
| Si | 0.011 | 0.031 | 1.03 | 2.55 |
| Ge | 0.073 | 0.188 | 1.14 | 2.64 |
| Sn | 0.211 | 0.452 | 1.33 | 2.71 |
| Pb | 0.965 | 1.42 | 2.82 | 4.14 |

These are levels of the model, not of the measured atoms. The measured upper \(J=0\) level lies at 2.68 eV in carbon and 3.65 eV in lead, so the computed \(F\) is too large as an effective parameter. The carbon fine-structure levels are measured at 0.0020 and 0.0054 eV. Their interval ratio of 1.64 is out of reach of this model, which gives nearly 2 whenever \(\Delta\ll F\).

For lead the arithmetic, in eV, is as follows. With \(F=3.6857\) and \(\Delta=1.4210\), the \(J=0\) matrix has diagonal \(0\) and \(3.579\) and coupling \(1.0425\), so

\[
E_{0\pm}=1.790\pm\sqrt{1.790^2+1.0425^2}=1.790\pm2.071,
\]

that is, \(-0.281\) and \(3.861\). Next, \(E_1=1.421-0.737=0.684\). The \(J=2\) matrix has diagonal \(1.2736\) and \(2.3998\) and coupling \(0.4170\), so

\[
E_{2\pm}=1.8367\pm\sqrt{0.5631^2+0.4170^2}=1.8367\pm0.7007,
\]

that is, \(1.136\) and \(2.537\). Subtracting \(E_{0-}\) gives the last row of the table.

The angles follow from \(\tan2\theta_0=1.0425/1.790\) and \(\tan2\theta_2=0.417/0.563\), so \(\theta_0=15.1^\circ\) and \(\theta_2=18.3^\circ\). The weights of the two lower levels are:

| Atom | jj, \(J=0\) | LS, \(J=0\) | jj, \(J=2\) | LS, \(J=2\) |
|---|---|---|---|---|
| C | 0.67 | 1.00 | 0.34 | 1.00 |
| Ge | 0.73 | 1.00 | 0.42 | 0.99 |
| Sn | 0.80 | 0.98 | 0.58 | 0.94 |
| Pb | 0.93 | 0.88 | 0.90 | 0.65 |

So in this model lead is nearer to jj than to LS coupling, but it is not at the jj limit. The distinction is clear for \(J=2\) and weak for \(J=0\). There are two reasons. First, \((1/2)^2\) and \({}^3P_0\) already overlap with weight \(\cos^2\theta_{LS}=2/3\), against \(1/3\) for the corresponding \(J=2\) pair, so a \(J=0\) state between them can have a large weight on both. Second, \(\Delta/F=0.386\) is closer to the point of equal weights for \(J=0\), at 0.30, than to the one for \(J=2\), at 0.24. Tin is still better described by LS labels, although its interval ratio is already far from 2.

The same matrices can be fitted to the measured lead levels, 0.97, 1.32, 2.66 and 3.65 eV. This gives \(F=2.85\) eV and \(\Delta=1.36\) eV, so \(\Delta/F=0.48\), and reproduces the four levels to within 0.03 eV. The jj weights are then 0.95 and 0.93, and the LS weights 0.86 and 0.59. By this measure real lead is somewhat nearer to jj coupling than the table shows, and still short of the limit.

**What the common radial function costs**

In a Dirac atom \(p_{1/2}\) and \(p_{3/2}\) have different radial functions. The angular coefficients survive: \(\sigma\cdot\hat r\) turns the angular spinors of the large components into those of the small ones (up to a common sign), squares to one and commutes with functions of angle. Both components therefore have the same angular transition densities.

The radial integrals do change. Let \(\rho_{13}=P_{1/2}P_{3/2}+Q_{1/2}Q_{3/2}\). In the \(J=0\) coupling both electrons change \(j\), so \(F\) becomes \(G^2\), built from \(\rho_{13}\) twice. The same \(G^2\) enters the diagonal energies of the mixed pair, because the spherical \(p_{1/2}\) density leaves only exchange there. In the \(J=2\) coupling one electron changes \(j\), which gives \(R^2\), built from \(\rho_{13}\) and \(\rho_{3/2}\). The diagonal energies of \((3/2)^2\) contain \(F^2(3/2,3/2)\).

For lead these three are 3.66, 3.56 and 3.51 eV, against the common 3.69 eV. Using them moves each excitation energy by less than 1% of its value, at most 0.04 eV.

The \(k=0\) terms matter more. With unequal radial functions the centres of the three jj configurations are no longer equally spaced. The second difference \(F^0(\tfrac12,\tfrac12)+F^0(\tfrac32,\tfrac32)-2F^0(\tfrac12,\tfrac32)\) is 0.17 eV in lead, and I have not added it. This term alone makes the lead levels uncertain by one or two tenths of an eV. The full error is larger: the computed upper \(J=0\) level lies 0.5 eV above the measured one.

With the repulsion built from explicit angular integrals, the matrices and their signs were checked numerically by projection onto coupled jj states, and the levels, weights and limits by diagonalizing all 15 states.

## Calculated quantities

```
Hartree energy = 27.211386 eV; fine-structure constant = 0.007297353
equal LS and jj weights at D/F2: J=0 0.3000, J=2 0.2400
neon 2p energy: this solver -12.042 eV, pyscf -12.075 eV
Levels: a=lower J=0, b=J=1, c=lower J=2, d=upper J=2, e=upper J=0
C: F2 = 6.0755 eV, D = 0.00861 eV, D/F2 = 0.00142
  excitation b,c,d,e = 0.00289, 0.00861, 1.46388, 3.65106 eV
  interval ratio (c-b)/(b-a) = 1.9836
  jj weight: J=0 0.66876, J=2 0.33596; LS weight: J=0 1.00000, J=2 0.99999
  mixing angles: J=0 35.137, J=2 54.576 degrees
Si: F2 = 4.2084 eV, D = 0.03121 eV, D/F2 = 0.00742
  excitation b,c,d,e = 0.01074, 0.03134, 1.03137, 2.54651 eV
  interval ratio (c-b)/(b-a) = 1.9165
  jj weight: J=0 0.67752, J=2 0.34728; LS weight: J=0 0.99987, J=2 0.99978
  mixing angles: J=0 34.602, J=2 53.893 degrees
Ge: F2 = 4.1643 eV, D = 0.18450 eV, D/F2 = 0.04430
  excitation b,c,d,e = 0.07299, 0.18799, 1.14193, 2.64459 eV
  interval ratio (c-b)/(b-a) = 1.5756
  jj weight: J=0 0.72723, J=2 0.42209; LS weight: J=0 0.99565, J=2 0.99162
  mixing angles: J=0 31.485, J=2 49.482 degrees
Sn: F2 = 3.8186 eV, D = 0.43899 eV, D/F2 = 0.11496
  excitation b,c,d,e = 0.21101, 0.45158, 1.32588, 2.71316 eV
  interval ratio (c-b)/(b-a) = 1.1401
  jj weight: J=0 0.80254, J=2 0.57635; LS weight: J=0 0.97616, J=2 0.94043
  mixing angles: J=0 26.383, J=2 40.608 degrees
Pb: F2 = 3.6857 eV, D = 1.42102 eV, D/F2 = 0.38555
  excitation b,c,d,e = 0.96538, 1.41749, 2.81883, 4.14214 eV
  interval ratio (c-b)/(b-a) = 0.4683
  jj weight: J=0 0.93204, J=2 0.90182; LS weight: J=0 0.88129, J=2 0.64660
  mixing angles: J=0 15.111, J=2 18.261 degrees
perturbative splitting 1.5 zeta / D: C 0.9991, Pb 0.8447
Pb J=0 matrix: 11 0.0000, 12 1.0425, 22 3.5792 eV
Pb J=2 matrix: 11 1.2736, 12 0.4170, 22 2.3998 eV
Pb energies a,b,c,d,e = -0.2815, 0.6839, 1.1360, 2.5373, 3.8607 eV
Pb radial overlap of p1/2 and p3/2 = 0.97449
Pb separate integrals: G2 3.6621, R2 3.5604, F2(3/2,3/2) 3.5073 eV
Pb separate-integral excitations b,c,d,e = 0.9692, 1.4277, 2.8291, 4.1046 eV
Pb F0(11)+F0(33)-2F0(13), not added to levels = 0.1690 eV
```
